# Finding an Ampoule Temperature: Newton Iteration in Log Pressure and Reciprocal Temperature

## A heater setting of 901 K

A liquid precursor for atomic layer deposition sits in a heated ampoule. Its vapour pressure is 0.30 Torr at 330 K, its enthalpy of vaporization is 65 kJ/mol, and the process needs 1.0 Torr. A direct way to find the temperature is to solve $p(T)=p^*$ by Newton's method, starting from the cold ampoule at 295 K. The first iterate is 901 K. The answer is 348 K, and the iteration takes 18 steps to come within $10^{-6}$ K of it.

To see why, take the vaporization enthalpy $\Delta H$ as constant. The vapour pressure then follows

$$p(T)=p_r\exp\left[-B\left(\frac1T-\frac1{T_r}\right)\right],\qquad B=\frac{\Delta H}{R}=7817.7\ \mathrm{K},$$

where $p_r$ is the pressure at the reference temperature $T_r$ and $R$ is the gas constant. This law is derived below. Since $d(1/T)/dT=-1/T^2$, its slope is $dp/dT=pB/T^2$. Newton's method subtracts the residual divided by the slope:

$$T_1=T_0-\frac{p_0-p^*}{p_0B/T_0^2}=T_0-\frac{T_0^2}{B}\left(1-\frac{p^*}{p_0}\right).$$

At 295 K the pressure is 0.01805 Torr, so $p^*/p_0=55.4$, while $T_0^2/B=11.13$ K. The step is $11.13\times54.4=606$ K upwards. The tangent to an exponential at its flat end reaches the target height far too late.

The return is slow for the opposite reason. On the hot side $p^*/p_0$ is negligible and the step is about $-T_0^2/B$. This changes $\ln p$ by about $-(B/T_0^2)(T_0^2/B)=-1$, to leading order in $T_0/B$. At 901 K, $\ln(p/p^*)$ is $B(1/347.67-1/900.6)=13.8$, so about a dozen steps pass before the fast final convergence begins.

## Two curvatures, and why removing one may not help

The curve $p(T)$ bends because $p$ is an exponential and because the exponent contains $1/T$. Each cause can be removed separately.

**Reciprocal temperature alone.** Let $x=1/T$, $x^*=1/T^*$ and $u=B(x-x^*)$, where $T^*$ is the required temperature. Then $p/p^*=e^{-u}$. The residual is $e^{-u}-1$ and its derivative with respect to $u$ is $-e^{-u}$, so

$$u_1=u_0-\frac{e^{-u_0}-1}{-e^{-u_0}}=u_0+1-e^{u_0}.$$

A linear change of variable does not alter a Newton step, so this is also the step in $x$. The cold start has $u_0=4.0147$, which gives $u_1=-50.4$. Hence $x_1=x^*+u_1/B$ is negative, and the proposed temperature is $-280$ K. For this start, straightening the temperature axis alone has made matters worse.

**Log pressure alone.** Now solve $\ln[p(T)/p^*]=0$ in the variable $T$. The residual is $B(1/T^*-1/T_0)$ and the slope is $B/T_0^2$. Therefore

$$T_1=T_0-T_0^2\left(\frac1{T^*}-\frac1{T_0}\right)=2T_0-\frac{T_0^2}{T^*}.$$

With the relative error $\delta=(T-T^*)/T^*$, so that $T_0=T^*(1+\delta_0)$, this becomes

$$1+\delta_1=2(1+\delta_0)-(1+\delta_0)^2=1-\delta_0^2,\qquad \delta_1=-\delta_0^2.$$

The iteration converges for $|\delta_0|<1$, that is, for $0<T_0<2T^*$. From 295 K, $\delta_0=-0.1515$ and $\delta_1=-0.0230$, so the first iterate is 339.69 K. Four steps reach $10^{-6}$ K. Most of the trouble is gone, but the remaining error comes entirely from the curvature of $1/T$.

## The straight line and its origin

Both curvatures can be removed together. First, here is why they have this form. Let the condensed phase be in equilibrium with an ideal vapour, and neglect the effect of pressure on the condensed phase, whose molar volume is small. With $\mu_c$ the chemical potential of the condensed phase, $\mu_g^\circ$ that of the vapour at a fixed standard pressure $p^\circ$, equilibrium requires

$$\mu_c(T)=\mu_g^\circ(T)+RT\ln\frac{p}{p^\circ},\qquad\text{so}\qquad \ln\frac{p}{p^\circ}=\frac1R\left(\frac{\mu_c}{T}-\frac{\mu_g^\circ}{T}\right).$$

For either phase at fixed pressure, $d\mu/dT=-s$, with $s$ the molar entropy. Since $dT/dx=-T^2$, we have $d\mu/dx=sT^2$, and

$$\frac{d(\mu x)}{dx}=\mu+x\,sT^2=\mu+Ts=h,$$

the molar enthalpy. Differentiating the equilibrium condition therefore gives

$$\frac{d\ln p}{dx}=\frac{h_c-h_g}{R}=-\frac{\Delta H}{R}.$$

Reciprocal temperature is thus the variable in which the slope of $\ln p$ is proportional to the enthalpy, with no factor of temperature. If $\Delta H$ is constant, integration from $x_r=1/T_r$ gives a straight line, $\ln(p/p_r)=-B(x-x_r)$, which is the law used above.

Take $f(x)=\ln[p(x)/p^*]$. Its slope is $-B$, and Newton's method gives

$$\frac1{T_1}=\frac1{T_0}-\frac{f(x_0)}{-B}=\frac1{T_0}+\frac{R}{\Delta H}\ln\frac{p_0}{p^*}.$$

Because $f(x_0)=-B(x_0-x^*)$, the right-hand side is $x_0-(x_0-x^*)=x^*$. The step ends at the root from any positive starting temperature, apart from rounding. In the example,

$$\frac1{T_1}=0.00338983-\frac{4.0147}{7817.7}=0.00287630\ \mathrm{K^{-1}},\qquad T_1=347.67\ \mathrm{K}\ (74.5\ ^\circ\mathrm C).$$

A bracketing search on pressures found by numerically balancing the Gibbs energies of the two phases gives the same 347.66923 K as the one-step formula.

A positive temperature exists if $x^*=x_r-B^{-1}\ln(p^*/p_r)>0$, which means $p^*<p_r e^{B/T_r}$. Here that limit is $5.8\times10^9$ Torr. It is a limit of the formula; the ideal-vapour assumption fails long before it.

If $\Delta H$ is unknown, two readings $(x_a,p_a)$ and $(x_b,p_b)$ on the same line fix the slope as $\ln(p_b/p_a)/(x_b-x_a)$. The secant step

$$x^*=x_a+(x_b-x_a)\frac{\ln(p^*/p_a)}{\ln(p_b/p_a)}$$

is then also exact within the model. Readings taken close together make the denominator small and magnify measurement errors.

## Constant enthalpy is also necessary

Suppose that some vapour-pressure curve gives the root in one step from every start. Then $x-f/f'=x^*$, or $f=(x-x^*)f'$. Away from the root,

$$\frac{d}{dx}\left(\frac{f}{x-x^*}\right)=\frac{(x-x^*)f'-f}{(x-x^*)^2}=0.$$

So $f=c(x-x^*)$ on each side, possibly with different constants. These constants are the one-sided slopes at $x^*$, and they must agree if $f$ is differentiable there. The curve is one straight line, and $\Delta H=-Rc$ is constant. Within this vapour model, and with no kink in the curve at the target, one-step convergence from every start is equivalent to constant enthalpy. A melting point exactly at the target would allow a different slope on each side.

For such data the one-step formula is simply the closed-form solution, and no iteration is needed. The iterative form earns its place when the enthalpy is not quite constant, or not quite known.

## When the enthalpy is slightly wrong

Suppose pressures are measured, but the update uses an assumed enthalpy $H_u$ while the true constant value is $\Delta H$. Then

$$x_1-x^*=x_0-x^*+\frac{R}{H_u}\left[-\frac{\Delta H}{R}(x_0-x^*)\right]=\left(1-\frac{\Delta H}{H_u}\right)(x_0-x^*).$$

Each step multiplies the error in $1/T$ by a fixed factor. The error tends to zero if $0<\Delta H<2H_u$, provided every iterate keeps $1/T$ positive. For $\Delta H>H_u$ the iterates alternate about the root, and a very cold start can break that proviso. With $H_u=68$ kJ/mol and $\Delta H=65$ kJ/mol the factor is 0.044. The first step from 295 K then stops 2.7 K short, and the second about 0.1 K short. A fresh pressure reading corrects the wrong slope.

Without a fresh reading the error stays. If the temperature is calculated from the 330 K reference point, changing $\Delta H$ by $-3$ or $+3$ kJ/mol moves the answer to 348.57 or 346.85 K. One-step convergence says nothing about the quality of the data.

## When the enthalpy varies with temperature

Let the gas and liquid heat capacities differ by a constant $\Delta C_p$, gas minus liquid. Around the current temperature, $\Delta H(T)=\Delta H_0+\Delta C_p(T-T_0)$. Changing the variable in the slope law from $x$ to $T$ gives $d\ln p/dT=\Delta H/(RT^2)$, hence

$$\ln\frac{p^*}{p_0}=\frac1R\int_{T_0}^{T^*}\left[\frac{\Delta H_0}{T^2}+\Delta C_p\left(\frac1T-\frac{T_0}{T^2}\right)\right]dT.$$

The integral of $1/T^2$ is $x_0-x^*$. With $r=T_0/T^*$, the bracket multiplying $\Delta C_p$ integrates to $-\ln r+r-1$. Thus

$$\ln\frac{p^*}{p_0}=\frac1R\left[\Delta H_0(x_0-x^*)+\Delta C_p(r-1-\ln r)\right].$$

Inserting this into $x_1=x_0-(R/\Delta H_0)\ln(p^*/p_0)$ gives the error of one step:

$$x_1-x^*=-\frac{\Delta C_p}{\Delta H_0}\,(r-1-\ln r).$$

The function $r-1-\ln r$ has derivative $1-1/r$, so its minimum is zero, at $r=1$. If $\Delta C_p<0$ and $\Delta H>0$ over the range used, then $x_1\ge x^*$ and $T_1\le T^*$, from a cold or a hot start. From there the pressure is below target, so the next step raises the temperature, and the same inequality keeps it from passing $T^*$. The rising, bounded sequence has a limit, and a Newton step can vanish there only if $f=0$. After the first step the iteration therefore approaches from below.

For $\Delta C_p=-80$ J/(mol K), with 65 kJ/mol retained at 330 K, the root moves up by 0.20 K to 347.873 K. At the start, $\Delta H_0=65+0.080\times35=67.8$ kJ/mol. From 295 K the iterates are 346.044, 347.8706 and 347.8727 K: three steps instead of one.

Near the root, put $r=1+e$ with $e=(T_0-T^*)/T^*$. Then $r-1-\ln r\approx e^2/2$, while $T_1-T^*\approx-T^{*2}(x_1-x^*)$, so

$$T_1-T^*\approx\frac{\Delta C_p}{2\Delta H}(T_0-T^*)^2.$$

The coefficient is $-0.00063\ \mathrm{K^{-1}}$. The first iterate is 1.83 K low, so the second should be low by $0.00063\times1.83^2=0.0021$ K, as it is.

For comparison, let $g(T)=\ln[p(T)/p^*]$. Expanding $g(T^*)=0$ about $T_0$ to second order and dividing by $g'$ gives a Newton error of $(g''/2g')(T_0-T^*)^2$. Here $g'=\Delta H/(RT^2)$ and $g''=\Delta C_p/(RT^2)-2\Delta H/(RT^3)$, so the coefficient is

$$\frac{g''}{2g'}=\frac{\Delta C_p}{2\Delta H}-\frac1{T^*}=-0.0035\ \mathrm{K^{-1}}.$$

The reciprocal variable removes the term $-1/T^*$. For negative $\Delta C_p$ this reduces the local error, here by a factor of 5.6. The gain in count is modest: three steps against four. The comparison would reverse for $\Delta C_p>\Delta H(T^*)/T^*$. With 65 kJ/mol retained at 330 K, $\Delta H(T^*)=65000\ \mathrm{J/mol}+\Delta C_p(T^*-330\ \mathrm K)$, so the condition becomes $\Delta C_p>65000/330\approx197$ J/(mol K).

## When the precursor melts on the way

A straight line also fails if the start is solid and the target liquid. Suppose melting occurs at $T_m=303$ K with a fusion enthalpy of 15 kJ/mol. Below 303 K the slope is set by the sublimation enthalpy, $\Delta H_s=65+15=80$ kJ/mol. The solid and liquid lines meet at the melting pressure $p_m$. A tangent from the solid follows the solid line past melting to

$$\frac1{T_1}=\frac1{T_m}-\frac{R}{\Delta H_s}\ln\frac{p^*}{p_m},\qquad\text{whereas}\qquad \frac1{T^*}=\frac1{T_m}-\frac{R}{\Delta H}\ln\frac{p^*}{p_m}.$$

Since $p^*>p_m$ and $\Delta H_s>\Delta H$, the first iterate lies above melting but below the root. It is 338.32 K, more than 9 K short, where the liquid's pressure is only about 0.54 Torr. The second step starts on the liquid line and gives 347.67 K.

In the reverse case, a liquid start and a solid target, the first tangent has the smaller slope. It lands colder than the root, still in the solid, and the second step is again exact for constant enthalpies.

## The resulting procedure

1. At the current temperature, obtain $p$ and the enthalpy $\Delta H(T)$ of the phase present.
2. Replace $1/T$ by $1/T+(R/\Delta H)\ln(p/p^*)$.
3. Measure or calculate the pressure again, and stop when $|\ln(p/p^*)|$ is below the chosen tolerance.

The third item shows when a step has missed the target through varying enthalpy or melting, if the pressure used includes these effects. A wrong enthalpy value is revealed by a measured pressure, but not by one calculated with the same wrong value. The measured value must be the precursor's own saturated pressure; a gauge that also reads carrier gas or decomposition products does not give it directly. Near the root a pressure tolerance $\epsilon$ corresponds to a temperature error $\epsilon RT^2/\Delta H$. The pressure rises by 6.47% per kelvin here, so a tolerance of 0.1% means about 0.015 K.

## What the ampoule delivers

The parameters are round model values and do not represent a particular compound, so the result of 75 °C at 1 Torr is an illustration. Of the delivery effects estimated here, the largest comes from assuming that the headspace stays saturated. A 707 cm² wafer taking up $3\times10^{14}$ molecules/cm², with half the dose used, needs 0.70 µmol per pulse. A 100 cm³ headspace at 1 Torr holds about 4.6 µmol. If nothing evaporates during the pulse and the gas stays at the ampoule temperature, the pressure falls by 15% of its initial value, equivalent, at the local slope of $\ln p$, to a temperature error of about 2.6 K. At constant gas temperature this is an upper bound for the stated dose and volume, provided the headspace is saturated when the pulse begins. Cooling of the expanding gas would add to the fall; re-evaporation reduces it, and a larger headspace reduces it in inverse proportion to volume.

The remaining corrections estimated here are smaller. With assumed values of $-3000$ cm³/mol for the vapour's second virial coefficient and 250 cm³/mol for the liquid volume, the root moves by about $-0.002$ K. Adding 50 Torr of carrier gas, with a cross virial coefficient of $-100$ cm³/mol and the vapour's own non-ideality left out, moves it by $-0.016$ K. Evaporative cooling at one pulse every 5 s, through an assumed thermal conductance of 0.1 W/K, averages 0.09 K.

Storage sets a separate limit. First-order decomposition with an assumed barrier of 140 kJ/mol and prefactor of $10^{13}\ \mathrm{s^{-1}}$ consumes 1% in about 13 days at the operating temperature. This estimate is fragile: since $RT=2.9$ kJ/mol, a barrier 10 kJ/mol lower shortens the time about thirtyfold. In this model the decomposition rate rises by $(140/65)\times6.47\%\approx14\%$ per kelvin, about twice as fast as the pressure. Where depletion within a pulse is the problem and the enlarged headspace still resaturates between pulses, more headspace is therefore gentler on the precursor than more heat. If evaporation is too slow to restore saturation, and its rate is proportional to the liquid surface and to the pressure shortfall, the average shortfall is fixed by the dose rate and the surface. A larger headspace over the same surface leaves it unchanged; a larger liquid surface reduces it. The numerical output lists the inputs and results behind these estimates.

## Calculated quantities

```
Reference temperature: 330 K
Reference pressure: 0.3 Torr
Vaporization enthalpy: 65 kJ/mol
Slope parameter H/R: 7817.7 K
Target pressure: 1 Torr
Starting temperature: 295 K
Starting pressure: 0.018049 Torr
ln(start pressure/target): -4.0147
Start 1/T: 0.003389831 1/K
Root 1/T: 0.002876297 1/K
Bracketed root: 347.66923 K
One-step formula: 347.66923 K
Root in Celsius: 74.519 deg C
Model pressure limit: 5.83e+09 Torr
Steps to 1e-6 K, ln p and 1/T: 1
Steps to 1e-6 K, ln p and T: 4
Steps to 1e-6 K, p and T: 18
First iterate, ln p and T: 339.69 K
First iterate, p and T: 900.614 K
First iterate, p and 1/T: -280.171 K
Heat-capacity difference: -80 J/mol/K
Root with heat-capacity term: 347.8727 K
Root shift from heat capacity: 0.203 K
Heat-capacity iterates (K): 295.000000, 346.044260, 347.870586, 347.872692
Heat-capacity steps, ln p and T: 4
Local error coefficient, 1/T: -0.0006292 1/K
Local error coefficient, T: -0.003504 1/K
Assumed melting temperature: 303 K
Assumed fusion enthalpy: 15 kJ/mol
First iterate from solid: 338.318 K
Second iterate from solid: 347.6692 K
Assumed enthalpy error: 3 kJ/mol
Root with lower enthalpy: 348.572 K
Root with higher enthalpy: 346.85 K
Liquid molar volume: 250 cm3/mol
Vapour virial coefficient: -3000 cm3/mol
Cross virial coefficient: -100 cm3/mol
Vapour/liquid-volume root shift: -0.00162 K
Carrier pressure: 50 Torr
Carrier-gas root shift: -0.0162 K
Pressure sensitivity: 6.47 %/K
Wafer area: 706.9 cm2
Assumed coverage: 3e+14 molecules/cm2
Fraction of dose used: 0.5
Dose per pulse: 0.704 micromol
Headspace volume: 100 cm3
Headspace pressure drop bound: 15.3 %
Equivalent temperature error: 2.56 K
Cycle time: 5 s
Thermal conductance: 0.1 W/K
Mean evaporative cooling: 0.0916 K
Assumed decomposition barrier: 140 kJ/mol
Assumed decomposition prefactor: 1e+13 1/s
Time for 1% decomposition: 12.6 days
```
